**Electric-modulus peak shape at fixed hopping conductivity**

The program holds the hopping conductivity σ\* = σ0 z/ln(1+z), with z = iωτ, fixed and varies only the high-frequency permittivity ε∞ in M\* = 1/[ε∞ + σ\*/(iωε0)]. Here σ0 is the dc conductivity, τ the onset time of dispersion, and Δε = σ0τ/(2ε0) the static permittivity due to hopping. It asserts that the M'' width changes for this dispersive spectrum, but not for a constant conductivity or for a pure power law without dc conduction. It also asserts the Debye-sum form of the spectrum, the Kramers-Kronig relation, the area under the peak, the large-ε∞ formulas and the equivalence of a parallel capacitor to a larger ε∞. For lattices with fixed random hop rates, it asserts that the field decay at constant displacement agrees with the modulus computed from the conductivity. The output shows the width falling from 1.80 to 1.18 decades as ε∞ rises from 8 to 64, while the width-matched Kohlrausch exponent rises from 0.61 to 0.96. The two lattice samples also narrow, but their widths differ noticeably at the middle permittivity, so they are not bulk values.

## Numerical verification

```python
"""
Result under test: with a fixed dispersive hopping conductivity sigma(omega),
changing only the high-frequency permittivity eps_inf changes the SHAPE of the
electric-modulus loss peak M'' = Im(1/eps), where (time factor exp(+i omega t))
    eps(omega) = eps_inf + sigma(omega) / (i omega eps0).
Input spectrum: sigma = sigma0 z / ln(1+z), z = i omega tau (random barriers).
Symbols: sigma0 dc conductivity, tau onset time of dispersion,
delta_eps = sigma0 tau / (2 eps0) static permittivity due to hopping,
r = eps_inf / (2 delta_eps), ln_x = ln(omega tau).
Widths are full widths at half maximum in decades of frequency.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

LN10 = np.log(10.0)
eps0 = sc.epsilon_0 / 100.0            # F/cm
sigma0 = 1e-8                          # S/cm
delta_eps = 10.0
tau = 2 * eps0 * delta_eps / sigma0    # s
temperature = 323.0                    # K
area, thickness = 1.0, 0.1             # cm^2, cm
eps_list = [8.0, 16.0, 32.0, 64.0]


def log_one_plus_ix(x):
    return 0.5 * np.log1p(x * x) + 1j * np.arctan(x)


def sigma_barrier(x):
    return sigma0 * 1j * x / log_one_plus_ix(x)


def sigma_constant(x):
    return sigma0 + 0j * x


def sigma_power(x):
    return sigma0 * (1j * x) ** 0.6


def permittivity(ln_x, eps_inf, sigma=sigma_barrier):
    x = np.exp(ln_x)
    return eps_inf + sigma(x) / (1j * x / tau * eps0)


def modulus(ln_x, eps_inf, sigma=sigma_barrier):
    return 1.0 / permittivity(ln_x, eps_inf, sigma)


def peak_shape(loss):
    """ln position, height, low-side and high-side half widths (decades)."""
    grid = np.linspace(-20.0, 14.0, 171)
    centre = grid[np.argmax([loss(g) for g in grid])]
    best = minimize_scalar(lambda v: -loss(v), method="bounded",
                           bounds=(centre - 0.3, centre + 0.3),
                           options={"xatol": 1e-9})
    top, height = best.x, -best.fun
    left = brentq(lambda v: loss(v) - height / 2, top - 12, top)
    right = brentq(lambda v: loss(v) - height / 2, top, top + 12)
    return top, height, (top - left) / LN10, (right - top) / LN10


def model_peak(eps_inf, sigma=sigma_barrier):
    return peak_shape(lambda v: eps_inf * modulus(v, eps_inf, sigma).imag)


def width(shape):
    return shape[2] + shape[3]


# ---- the input spectrum is a positive sum of Debye terms -------------------
def debye_sum(z):
    def term(v):
        return 1.0 / ((v * v + np.pi ** 2) * (1 + (1 + z) * np.exp(-v)))
    total = 0.0
    for part, unit in ((np.real, 1.0), (np.imag, 1j)):
        total += unit * quad(lambda v: part(term(v)), -40, 0, limit=300)[0]
        total += unit * quad(lambda v: part(term(v)), 0, np.inf, limit=300)[0]
    return total


for x in (0.1, 1.0, 30.0):
    direct = 1 / log_one_plus_ix(x) - 1 / (1j * x)
    assert abs(direct - debye_sum(1j * x)) < 1e-6
assert abs(debye_sum(0.0) - 0.5) < 1e-6

# ---- closed modulus, area rule, low-frequency slope, Kramers-Kronig --------
area_results = []
for eps_inf in (8.0, 64.0):
    r = eps_inf / (2 * delta_eps)
    for v in (-3.0, 0.0, 4.0):
        log_term = log_one_plus_ix(np.exp(v))
        closed = r * log_term / (1 + r * log_term)
        assert abs(closed - eps_inf * modulus(v, eps_inf)) < 1e-12

    def loss_here(v, e=eps_inf):
        return e * modulus(v, e).imag
    body = quad(loss_here, -40, 0, limit=400)[0]
    body += quad(loss_here, 0, 40, limit=400)[0]
    # beyond ln_x = 40 the logarithm is ln_x + i pi/2 to machine precision
    tail = quad(lambda u: r * np.pi / 2 / ((1 + r * u) ** 2
                + (r * np.pi / 2) ** 2), 40, np.inf, limit=400)[0]
    area_results.append(body + tail)
    assert abs(body + tail - np.pi / 2) < 1e-6
    slope = modulus(-12.0, eps_inf).imag / (np.exp(-12.0) / tau)
    assert abs(slope * sigma0 / eps0 - 1) < 1e-4
    for v0 in (-1.0, 1.0):
        def kk(v):
            low = loss_here(v0 - v)
            return (loss_here(v0 + v) - low) / np.expm1(2 * v) - low
        real_part = -2 / np.pi * (quad(kk, 0, 5, limit=300)[0]
                                  + quad(kk, 5, 40, limit=300)[0])
        assert abs(real_part - eps_inf * modulus(v0, eps_inf).real) < 1e-6

# ---- when does the shape change? -------------------------------------------
debye_width = 2 * np.log10(2 + np.sqrt(3))
peaks = [model_peak(e) for e in eps_list]
widths = [width(p) for p in peaks]
constant_widths = [width(model_peak(e, sigma_constant)) for e in (8.0, 64.0)]
power_widths = [width(model_peak(e, sigma_power)) for e in (8.0, 64.0)]
assert max(abs(w - debye_width) for w in constant_widths) < 1e-6
assert abs(power_widths[0] - power_widths[1]) < 1e-6
assert power_widths[0] > debye_width + 0.5
assert all(a > b + 0.01 for a, b in zip(widths, widths[1:]))

# ---- large eps_inf: height and width approach the Debye peak ---------------
r_big = 100.0
big = model_peak(2 * delta_eps * r_big)
height_ratio = (0.5 - big[1]) / (0.5 / (2 * r_big))
excess_ratio = ((width(big) - debye_width)
                / (2 / np.sqrt(3) / LN10 / (r_big + 0.5) ** 2))
assert abs(height_ratio - 1) < 0.02    # next order is of relative size 1/r
assert abs(excess_ratio - 1) < 0.03    # next order is of relative size 1/r
r_last = eps_list[-1] / (2 * delta_eps)
width_estimate = debye_width + 2 / np.sqrt(3) / LN10 / (r_last + 0.5) ** 2

# ---- Kohlrausch exponent with the same peak width --------------------------
v_grid = np.linspace(-30.0, 4.0, 8501)
v_weight = np.exp(v_grid - np.exp(v_grid)) * (v_grid[1] - v_grid[0])


def kohlrausch_loss(ln_w, beta):
    """Loss of exp(-t**beta), integrated along the imaginary time axis."""
    c = np.exp(beta * (v_grid - ln_w))
    angle = np.pi * beta / 2
    return np.sum(v_weight * np.exp(-c * np.cos(angle))
                  * np.sin(c * np.sin(angle)))


real_time = quad(lambda t: np.exp(-t ** 0.7), 0, np.inf,
                 weight="cos", wvar=1.0)[0]
assert abs(real_time - kohlrausch_loss(0.0, 0.7)) < 1e-5


def matching_beta(target):
    return brentq(lambda b: width(peak_shape(
        lambda v: kohlrausch_loss(v, b))) - target, 0.4, 0.995, xtol=1e-5)


betas = [matching_beta(w) for w in widths]

# ---- parallel capacitor and blocking electrodes ----------------------------
c_empty = eps0 * area / thickness      # F


def circuit_modulus(ln_x, c_parallel, c_electrode=np.inf):
    x = np.exp(ln_x)
    omega = x / tau
    sample = (sigma_barrier(x) + 1j * omega * eps0 * eps_list[0]) \
        * area / thickness
    branch = 1 / (1 / sample + 1 / (1j * omega) / c_electrode)
    return 1j * omega * c_empty / (branch + 1j * omega * c_parallel)


c_par = [(e - eps_list[0]) * c_empty for e in eps_list]
for e, c in zip(eps_list, c_par):
    for v in (-3.0, 0.0, 3.0):
        m = circuit_modulus(v, c)
        assert abs(m / modulus(v, e) - 1) < 1e-10
        recovered = -(1 / m).imag * np.exp(v) / tau * eps0
        assert abs(recovered / sigma_barrier(np.exp(v)).real - 1) < 1e-9
electrode_shift = max(abs(width(peak_shape(
    lambda v: e * circuit_modulus(v, c, 1e-6).imag)) - w)
    for e, c, w in zip(eps_list, c_par, widths))
assert electrode_shift < 1e-3

# ---- microscopic lattice: fixed hop rates, field relaxes at constant D -----
side = 8
sites = side ** 3
index = np.arange(sites).reshape(side, side, side)
difference = np.zeros((3 * sites, sites))
for axis in range(3):
    rows = axis * sites + np.arange(sites)
    difference[rows, index.ravel()] += 1
    difference[rows, np.roll(index, -1, axis).ravel()] -= 1
along = np.zeros(3 * sites)
along[:sites] = 1.0                    # links parallel to the field
kappas = [0.1, 1.0, 10.0]              # reduced eps_inf of the lattice
barrier_range = 30.0                   # barriers uniform in 0..30 kT


def lattice_run(seed):
    rates = np.exp(-np.random.default_rng(seed).uniform(
        0, barrier_range, 3 * sites))
    hop = difference.T @ (rates[:, None] * difference)
    drive = difference.T @ (rates * along)

    def lattice_sigma(omega):          # response at prescribed field
        answer = np.linalg.solve(1j * omega * np.eye(sites) + hop, drive)
        return (rates @ along - drive @ answer) / sites
    test_omega = [1e-5, 1e-3, 1e-1]
    sigmas = [lattice_sigma(w) for w in test_omega]
    found, worst = [], 0.0
    for kappa in kappas:               # free decay of ions plus field
        coupled = np.hstack([difference,
                             along[:, None] / np.sqrt(sites * kappa)])
        decay, vectors = np.linalg.eigh(coupled.T @ (rates[:, None] * coupled))
        decay = np.maximum(decay, 0.0)
        share = vectors[-1] ** 2
        for w, s in zip(test_omega, sigmas):
            from_decay = np.sum(share * 1j * w / (1j * w + decay))
            worst = max(worst, abs(from_decay - 1 / (1 + s / (1j * w * kappa))))

        def lattice_loss(v):
            w = np.exp(v)
            return np.sum(share * w * decay / (w * w + decay ** 2))
        found.append(width(peak_shape(lattice_loss)))
    assert worst < 1e-7
    assert found[0] > found[-1] + 0.1
    return found, sigmas[-1].real / sigmas[0].real, worst


lattice_results = [lattice_run(seed) for seed in (1, 2)]

# ---- sizes of neglected effects --------------------------------------------
constant_loss = 0.05
loss_shift = [width(peak_shape(lambda v: e * modulus(
    v, e - 1j * constant_loss).imag)) - w for e, w in zip(eps_list, widths)]
kt_ev = sc.k * temperature / sc.e
hop_nm, volts, barrier_ev, drift, ion_gap_nm = 0.3, 1.0, 0.65, 0.5, 0.5
field = volts / thickness              # V/cm
hop_ratio = field * hop_nm * 1e-7 / (2 * kt_ev)
coulomb = [sc.e / (4 * np.pi * sc.epsilon_0 * e * ion_gap_nm * 1e-9)
           for e in (eps_list[0], eps_list[-1])]

# ---- printed numbers -------------------------------------------------------
print(f"dc conductivity {sigma0:.1e} S/cm, hopping permittivity {delta_eps:.0f}")
print(f"onset time tau {tau*1e3:.4f} ms, 1/(2 pi tau) {1/(2*np.pi*tau):.1f} Hz")
print(f"temperature {temperature:.0f} K, kT {kt_ev*1e3:.2f} meV")
print(f"area {area:.0f} cm2, thickness {thickness*10:.0f} mm, "
      f"empty-cell capacitance {c_empty*1e12:.4f} pF")
print(f"Debye width {debye_width:.4f} decades")
print("eps_inf | r | parallel C (pF) | peak f (kHz) | eps_inf*M'' at peak")
for e, c, p in zip(eps_list, c_par, peaks):
    f_peak = np.exp(p[0]) / (2 * np.pi * tau) / 1e3
    print(f"  {e:.0f} | {e/(2*delta_eps):.1f} | {c*1e12:.2f} | "
          f"{f_peak:.4f} | {p[1]:.4f}")
print("eps_inf | low side | high side | width (decades) | matching beta")
for e, p, w, b in zip(eps_list, peaks, widths, betas):
    print(f"  {e:.0f} | {p[2]:.3f} | {p[3]:.3f} | {w:.3f} | {b:.3f}")
print("f (kHz) | sigma' (S/cm) | eps'' | eps'-eps_inf | M''(8) | M''(64)")
for f in (0.01, 0.1, 1.0, 10.0, 100.0):
    v = np.log(2 * np.pi * f * 1e3 * tau)
    ep = permittivity(v, 0.0)
    print(f"  {f:g} | {sigma_barrier(np.exp(v)).real:.3e} | {-ep.imag:.4g} | "
          f"{ep.real:.3f} | {modulus(v, 8.0).imag:.3e} | "
          f"{modulus(v, 64.0).imag:.3e}")
print(f"area of eps_inf*M'' over ln(omega), eps_inf 8 and 64: "
      f"{area_results[0]:.6f}, {area_results[1]:.6f}; pi/2 = {np.pi/2:.6f}")
print(f"constant sigma, widths at eps_inf 8 and 64: "
      f"{constant_widths[0]:.4f}, {constant_widths[1]:.4f} decades")
print(f"power law 0.6 without dc, widths at 8 and 64: "
      f"{power_widths[0]:.4f}, {power_widths[1]:.4f} decades")
print(f"large-eps_inf width formula at eps_inf 64: {width_estimate:.4f} decades")
print(f"r = {r_big:.0f}: computed/predicted height deficit {height_ratio:.4f}, "
      f"width excess {excess_ratio:.4f}")
print(f"lattice: {sites} sites, barriers 0 to {barrier_range:.0f} kT, "
      f"reduced eps_inf {kappas}")
for number, (found, rise, worst) in enumerate(lattice_results, 1):
    print(f"  sample {number}: widths " + ", ".join(f"{w:.3f}" for w in found)
          + f" decades; sigma' rise {rise:.1f} times; mismatch {worst:.1e}")
print("  (sigma' rise taken from reduced frequency 1e-5 to 1e-1)")
print(f"constant loss eps''={constant_loss}: width shifts "
      + ", ".join(f"{s:+.4f}" for s in loss_shift) + " decades")
print(f"1 uF blocking electrodes: largest width shift {electrode_shift:.1e} decades")
print(f"{volts:.0f} V gives {field:.0f} V/cm; qEa/2kT {hop_ratio:.1e} for "
      f"a={hop_nm} nm; nonlinearity {hop_ratio**2/6:.1e}")
print(f"drift {drift} K with {barrier_ev} eV: sigma0 changes by "
      f"{100*barrier_ev*drift/(kt_ev*temperature):.2f} percent")
for f, name in ((1e7, "10 MHz"), (1e12, "1 THz")):
    apparent = permittivity(np.log(2 * np.pi * f * tau), 8.0).real
    print(f"eps' read at {name} when eps_inf is 8: {apparent:.3f}")
print(f"Coulomb energy at {ion_gap_nm} nm: {coulomb[0]:.3f} eV (eps 8), "
      f"{coulomb[1]:.3f} eV (eps 64)")
print("finished without a failed check")
```

Printed output:

```
dc conductivity 1.0e-08 S/cm, hopping permittivity 10
onset time tau 0.1771 ms, 1/(2 pi tau) 898.8 Hz
temperature 323 K, kT 27.83 meV
area 1 cm2, thickness 1 mm, empty-cell capacitance 0.8854 pF
Debye width 1.1439 decades
eps_inf | r | parallel C (pF) | peak f (kHz) | eps_inf*M'' at peak
  8 | 0.4 | 0.00 | 1.2880 | 0.2339
  16 | 0.8 | 7.08 | 0.7632 | 0.3131
  32 | 1.6 | 21.25 | 0.4415 | 0.3826
  64 | 3.2 | 49.58 | 0.2450 | 0.4328
eps_inf | low side | high side | width (decades) | matching beta
  8 | 0.653 | 1.144 | 1.797 | 0.613
  16 | 0.605 | 0.842 | 1.446 | 0.770
  32 | 0.583 | 0.682 | 1.264 | 0.891
  64 | 0.575 | 0.609 | 1.184 | 0.960
f (kHz) | sigma' (S/cm) | eps'' | eps'-eps_inf | M''(8) | M''(64)
  0.01 | 1.000e-08 | 1798 | 10.000 | 5.563e-04 | 5.554e-04
  0.1 | 1.001e-08 | 179.9 | 9.990 | 5.503e-03 | 4.754e-03
  1 | 1.078e-08 | 19.38 | 9.307 | 2.871e-02 | 3.370e-03
  10 | 2.055e-08 | 3.695 | 6.020 | 1.758e-02 | 7.515e-04
  100 | 7.052e-08 | 1.268 | 3.824 | 8.963e-03 | 2.755e-04
area of eps_inf*M'' over ln(omega), eps_inf 8 and 64: 1.570796, 1.570796; pi/2 = 1.570796
constant sigma, widths at eps_inf 8 and 64: 1.1439, 1.1439 decades
power law 0.6 without dc, widths at 8 and 64: 3.6756, 3.6756 decades
large-eps_inf width formula at eps_inf 64: 1.1805 decades
r = 100: computed/predicted height deficit 0.9950, width excess 1.0097
lattice: 512 sites, barriers 0 to 30 kT, reduced eps_inf [0.1, 1.0, 10.0]
  sample 1: widths 3.824, 2.129, 1.214 decades; sigma' rise 53.7 times; mismatch 1.5e-13
  sample 2: widths 3.603, 2.716, 1.246 decades; sigma' rise 93.3 times; mismatch 8.1e-14
  (sigma' rise taken from reduced frequency 1e-5 to 1e-1)
constant loss eps''=0.05: width shifts +0.0237, +0.0077, +0.0029, +0.0012 decades
1 uF blocking electrodes: largest width shift 3.0e-06 decades
1 V gives 10 V/cm; qEa/2kT 5.4e-06 for a=0.3 nm; nonlinearity 4.8e-12
drift 0.5 K with 0.65 eV: sigma0 changes by 3.61 percent
eps' read at 10 MHz when eps_inf is 8: 10.087
eps' read at 1 THz when eps_inf is 8: 8.955
Coulomb energy at 0.5 nm: 0.360 eV (eps 8), 0.045 eV (eps 64)
finished without a failed check
```
